# What does a Landau-fan intercept measure besides the Berry phase?

## Question

I have a two-dimensional layer whose carriers I describe by a gapped Dirac band with some ordinary quadratic dispersion and a Zeeman term. I number the quantum-oscillation maxima, plot the integer \(n\) against \(1/B\), and extrapolate to \(1/B=0\). For an ordinary band I expect an intercept of \(1/2\) (modulo 1), and for a Berry phase of \(\pi\) an intercept of 0. So I convert any other intercept into a Berry phase by \(2\pi(\text{intercept}+1/2)\).

When I do this with levels computed from my own model, I get \(0.72\pi\). The Berry phase computed directly from the eigenvectors is \(1.37\pi\). What is the fan measuring? And when I index maxima of \(\rho_{xx}\) instead of \(\sigma_{xx}\), the intercept sometimes moves by one half and sometimes does not. Which one is right?

## Answer

At fixed chemical potential, the intercept measures the total field-independent phase of the orbit. The Berry phase is one part of it; the orbital magnetic moment and the Zeeman energy supply two others. The half-integer jump is a separate matter, and it depends on how the conductivity tensor is built up.

### Why energies linear in \(B\) enter the intercept

Take electrons of charge \(-e\), a field \(B>0\) along \(+z\), a fixed chemical potential \(\mu\), and one non-degenerate, isotropic, closed orbit without magnetic breakdown. The equation of motion \(\hbar\dot{\mathbf k}=-e\,\dot{\mathbf r}\times\mathbf B\) makes the electron circulate counterclockwise. Let \(\ell^2=\hbar/(eB)\).

The canonical momentum is \(\mathbf p=\hbar\mathbf k-e\mathbf A\). If the real-space orbit encloses the area \(A_r\), integrating the equation of motion gives \(\hbar\oint\mathbf k\cdot d\mathbf r=2eBA_r\), while \(-e\oint\mathbf A\cdot d\mathbf r=-eBA_r\). Hence \(\oint\mathbf p\cdot d\mathbf r=eBA_r\). The two orbits have the same shape up to a rotation and the length factor \(\ell^2\), so \(A_r=\ell^4S_{\rm orb}\), where \(S_{\rm orb}\) is the area in \(k\)-space, and the action is \(\hbar\ell^2S_{\rm orb}\).

The phase gained in one turn is this action over \(\hbar\), plus the Berry phase \(\Gamma=i\oint\langle u|\nabla_k u\rangle\cdot d\mathbf k\), minus \(\pi\) from two turning points. It must be a multiple of \(2\pi\):

\[
\ell^2S_{\rm orb}=2\pi\left(n'+\tfrac12\right)-\Gamma .
\]

The area \(S_{\rm orb}\) is not the zero-field Fermi area \(S(\mu)\). In a field, the energy of a wave packet is the band energy plus

\[
\varepsilon_1=-\mathcal mB+\zeta\langle\sigma_z\rangle,\qquad \zeta=\tfrac12g\mu_BB,
\]

where \(\mathcal m\) is the moment due to the packet's self-rotation. The orbit at total energy \(\mu\) is therefore the zero-field contour at \(\mu-\varepsilon_1\), and to first order \(S_{\rm orb}=S-\varepsilon_1S'(\mu)\). Define

\[
F=\frac{\hbar S}{2\pi e},\qquad m_c=\frac{\hbar^2S'}{2\pi},\qquad \hbar\omega_c=\frac{\hbar eB}{m_c}.
\]

Then \(\ell^2S=2\pi F/B\) and \(\ell^2S'=2\pi/\hbar\omega_c\), so that

\[
\frac FB=n'+\frac12-\frac{\Lambda}{2\pi},\qquad \Lambda=\Gamma+\lambda_{\rm orb}+\lambda_Z,
\]

\[
\lambda_{\rm orb}=2\pi\frac{\mathcal mB}{\hbar\omega_c},\qquad
\lambda_Z=-2\pi\frac{\zeta\langle\sigma_z\rangle}{\hbar\omega_c}.
\]

Both energies vanish as \(B\to0\), but so does the level spacing, and in the same proportion. Their ratio survives the extrapolation. The fan intercept is \(-1/2+\Lambda/2\pi\), modulo 1.

### The three phases in your model

I take your Hamiltonian to be

\[
H=\frac{\hbar^2k^2}{2m}+\hbar v(k_x\sigma_x+k_y\sigma_y)+(\Delta+\zeta)\sigma_z .
\]

At zero field the upper band is \(E=\hbar^2k^2/2m+W\), with \(W=\sqrt{\Delta^2+\hbar^2v^2k^2}\).

**Berry phase.** Write \(\cos\theta=\Delta/W\) and \(u=(\cos\frac\theta2,\ e^{i\varphi}\sin\frac\theta2)\). Since \(\langle u|\partial_\varphi u\rangle=i\sin^2\frac\theta2\),

\[
\Gamma=-2\pi\sin^2\tfrac\theta2=-\pi\left(1-\frac\Delta W\right).
\]

**Orbital moment.** Its definition is \(\mathcal m=(e/\hbar)\,{\rm Im}\langle\partial_xu|(H-E)|\partial_yu\rangle\), with derivatives taken in \(k\). Only the part of \(|\partial_ju\rangle\) along the lower state \(|w\rangle\) contributes. There \(H-E=-2W\), and perturbation theory gives \(\langle w|\partial_ju\rangle=\langle w|\partial_jH|u\rangle/2W\). The quadratic term drops out, because its derivative is proportional to the identity and \(\langle w|u\rangle=0\). Thus

\[
\mathcal m=-\frac{e}{\hbar}\,\frac{\hbar^2v^2}{2W}\,{\rm Im}\,\langle u|\sigma_x|w\rangle\langle w|\sigma_y|u\rangle .
\]

Replace \(|w\rangle\langle w|\) by \(1-|u\rangle\langle u|\). Since \(\sigma_x\sigma_y=i\sigma_z\) and \(\langle\sigma_x\rangle\langle\sigma_y\rangle\) is real, the imaginary part is \(\langle\sigma_z\rangle=\Delta/W\), and

\[
\mathcal m=-\frac{e\hbar v^2\Delta}{2W^2}.
\]

**Cyclotron mass.** With \(S=\pi k^2\) and \(dE/d(k^2)=\frac{\hbar^2}{2}(1/m+v^2/W)\), the definition of \(m_c\) gives

\[
\frac1{m_c}=\frac1m+\frac{v^2}{W}.
\]

Use this to eliminate \(v^2\) from \(\lambda_{\rm orb}\), and insert \(\mu_B=e\hbar/2m_e\) in \(\lambda_Z\):

\[
\frac{\lambda_{\rm orb}}{2\pi}=-\frac{m_cv^2\Delta}{2W^2}=-\frac{\Delta}{2W}\left(1-\frac{m_c}{m}\right),\qquad
\frac{\lambda_Z}{2\pi}=-\frac\Delta W\,\frac{g\,m_c}{4m_e}.
\]

In the sum, the term \(+\Delta/2W\) from the Berry phase cancels the term \(-\Delta/2W\) from the moment. What remains is

\[
\frac{\Lambda}{2\pi}=-\frac12+\delta,\qquad
\boxed{\delta=\frac\Delta W\left(\frac{m_c}{2m}-\frac{g\,m_c}{4m_e}\right)}
\]

The intercept is \(-1+\delta\), which is \(\delta\) modulo 1.

### Check against the exact levels

The semiclassical rule can be checked here, because the Landau levels are solvable. Replace \(\mathbf k\) by \(\boldsymbol\pi=\mathbf k+e\mathbf A/\hbar\), for which \([\pi_x,\pi_y]=-i/\ell^2\). Then \(a=\ell(\pi_x-i\pi_y)/\sqrt2\) obeys \([a,a^\dagger]=1\), and \(\ell^2\pi^2/2=a^\dagger a+\frac12\). The Hamiltonian couples \(|n-1\rangle\) with spin up to \(|n\rangle\) with spin down. With \(\omega=eB/m\), the block for \(n\ge1\) is

\[
\begin{pmatrix}
\hbar\omega(n-\frac12)+\Delta+\zeta & \sqrt{2n}\,\hbar v/\ell\\
\sqrt{2n}\,\hbar v/\ell & \hbar\omega(n+\frac12)-\Delta-\zeta
\end{pmatrix}.
\]

The mean of the diagonal elements is \(n\hbar\omega\), and half their difference is \(\Delta+q\), with \(q=\zeta-\hbar\omega/2\). The upper levels are therefore

\[
E_n=n\hbar\omega+\sqrt{(\Delta+q)^2+2n\hbar^2v^2/\ell^2}.
\]

Now let \(N=F/B=k^2\ell^2/2\) at the Fermi contour. Then \(\mu=N\hbar\omega+W\) and \(W^2=\Delta^2+2N\hbar^2v^2/\ell^2\). Set \(E_n=\mu\) with \(n=N+\delta\), move \(n\hbar\omega\) to the other side, and square:

\[
(W-\delta\hbar\omega)^2=W^2+2\Delta q+q^2+2\delta\hbar^2v^2/\ell^2 .
\]

The terms \(q^2\) and \(\delta^2\hbar^2\omega^2\) are of order \(B^2\); the others that remain after \(W^2\) cancels are of order \(B\). Keeping the latter and dividing by \(2W\),

\[
\delta\left(\hbar\omega+\frac{\hbar^2v^2}{\ell^2W}\right)=-\frac\Delta W\,q .
\]

The bracket equals \(\hbar eB(1/m+v^2/W)=\hbar\omega_c\). Dividing by it reproduces the boxed \(\delta\). The neglected terms correct the position \(n-F/B\) by an amount of order \(B\), so a straight-line fit over a finite field range has a small error that decreases towards low field.

### Two limits in which the usual reading fails

**Pure gapped Dirac band.** For \(1/m=0\) and \(g=0\), the levels satisfy \(n=(\mu^2-\Delta^2)/(2\hbar v^2eB)\) without remainder. The intercept is zero for every gap with \(|\Delta|<\mu\), whereas the Berry phase depends on \(\Delta/\mu\). With \(\mu=150\) meV and half gaps of 20, 50 and 100 meV, the Berry phase is \(1.13\pi\), \(1.33\pi\) and \(1.67\pi\) modulo \(2\pi\), and the diagonalized levels give zero intercept each time. An intercept of zero is thus no proof of a Berry phase \(\pi\): the orbital moment supplies the difference.

**Ordinary band.** For \(v\to0\) and \(\Delta>0\) we have \(W=\Delta\), \(m_c=m\) and no Berry phase, so \(\delta=\frac12-gm/4m_e\). At \(g=0\) this is the intercept \(1/2\) you expect. At \(gm=2m_e\) it is zero, and your conversion would report a Berry phase \(\pi\) that is wholly a Zeeman effect. In this limit the other spin branch also crosses \(\mu\), with a frequency proportional to \(\mu+\Delta\) instead of \(\mu-\Delta\); the result above refers to the fan of the upper branch alone.

### Numbers for a band like yours

Take \(\hbar v=300\) meV nm, \(m=0.5\,m_e\), \(\Delta=50\) meV, \(g=20\) and \(\mu=150\) meV. These are round model parameters, not those of a material. The Hamiltonian is a small-\(k\) expansion; its lower branch rises through \(\mu\) at a much larger \(k\), outside the range of the expansion, and that crossing is dropped.

The Fermi contour lies at \(k=0.423\) nm\(^{-1}\), where \(W=136.4\) meV and \(\Delta/W=0.367\). The cyclotron mass is \(0.0938\,m_e\), so \(m_c/m=0.188\), and the frequency is \(F=58.9\) T. The phases are

\[
\Gamma=-(1-0.367)\pi=-0.633\pi,
\]
\[
\lambda_{\rm orb}=-0.367\,(1-0.188)\pi=-0.298\pi,
\]
\[
\lambda_Z=-2\pi\times0.367\times\frac{20\times0.0938}{4}=-0.344\pi .
\]

Their sum is \(-1.275\pi\), and the predicted intercept is \(-0.5-0.638=-1.138\), or \(-0.138\) modulo 1. The Berry phase alone would have given \(+0.183\).

A line through level crossings found by diagonalization, with \(n\) from 20 to 40, has the intercept \(-0.140\). With \(n\) from 10 to 16, at higher fields, it is \(-0.143\). The error relative to the prediction is smaller at low field, as the order-\(B\) remainder requires.

Your conversion turns \(-0.140\) into \(2\pi\times0.360=0.72\pi\). The true Berry phase is \(-0.633\pi\), the same as \(1.37\pi\). That is your discrepancy, and it needs no error in either calculation.

Setting \(g=0\) does not repair the reading. The fan then gives \(0.034\), which converts to \(1.07\pi\). This looks like a nearly ideal Dirac value, although the Berry phase is still \(1.37\pi\).

To obtain \(\Gamma\) from a measured intercept, you must subtract \(\lambda_{\rm orb}\) and \(\lambda_Z\), which requires a band model and a \(g\)-factor. One number modulo 1 cannot fix three phases.

### Two further conditions

**The chemical potential must not drift.** If it moves as \(\mu+\eta B\), the crossing condition contains

\[
\frac{F(\mu+\eta B)}{B}\simeq\frac{F(\mu)}{B}+\eta\frac{dF}{d\mu},\qquad \frac{dF}{d\mu}=\frac{m_c}{\hbar e},
\]

and the second term is a constant that adds to the intercept. The level spacing here is 1.234 meV per tesla, so a drift of 0.2 meV/T shifts the intercept by \(0.2/1.234=0.162\). The fan with this drift shifts by the same amount to within 0.001.

A gated or isolated layer is an important case, because it holds its carrier density nearly fixed instead of \(\mu\). Suppose the upper band contains only this one orbit and keeps its zero-field density \(S/4\pi^2=eF/h\). Each level \(n\ge1\) holds \(eB/h\) electrons per area, so level \(n\) is half full when \(F/B=n-\frac12\). The intercept is then \(1/2\), whatever the value of \(\Lambda\). In terms of the formula above, the mean chemical potential drifts by just the amount that replaces \(\delta\) by \(1/2\), here about 0.79 meV/T. A gate fixes the total charge, however, and the filled bands below also respond to the field. In a two-dimensional lattice their density changes by an integer multiple of \(eB/h\), so the intercept stays at \(1/2\) modulo 1. For a single cone with a half-quantized Hall response, such as one surface of a topological insulator, and for the continuum Hamiltonian above taken literally, the lower branch holds the unpaired \(n=0\) level and gains \(eB/2h\). The upper band loses the same amount, level \(n\) is half full when \(F/B=n\), and the intercept is 0. In neither case does it depend on \(\Lambda\). Reading \(\Lambda\) from the fan of an unpaired orbit therefore requires a reservoir that pins \(\mu\), such as other carriers with a much larger density of states.

**The orbit must be unpaired.** Time reversal changes the sign of both \(\mathbf k\) and \(\boldsymbol\sigma\). A partner valley therefore has the same velocity term but \(-\Delta\) in place of \(\Delta\). The applied field is common to both valleys, so \(\zeta\) keeps its sign, and \(\delta\) becomes \(-\delta\). For equal weights the fundamental oscillation is

\[
\cos2\pi\!\left(\tfrac FB+\delta\right)+\cos2\pi\!\left(\tfrac FB-\delta\right)=2\cos(2\pi\delta)\cos\frac{2\pi F}{B}.
\]

The phase \(\delta\) has moved from the position of the maxima into their amplitude. As long as the levels are broad enough for this fundamental to dominate, the intercept is locked to 0 if \(\cos2\pi\delta>0\) and to \(1/2\) if it is negative. Sharper levels show two separate sets of maxima, which must be indexed separately. In the example the factor is 0.65, and the summed density of states has an intercept of 0.005, although the separate orbits have \(-0.140\) and \(+0.135\).

### Resistivity or conductivity?

So far, integers belong to level crossings, that is, to maxima of the density of states. Whether a transport maximum marks the same field depends on the transport regime.

Consider a simple model. The pocket's scattering rate is proportional to its density of states, with \(r\) the ratio to the zero-field value. A second channel lies in parallel; it neither oscillates nor has a Hall response. In units of the pocket's zero-field conductivity, the Drude tensor is

\[
z=\sigma_{xx}+i\sigma_{xy}=\frac1{r-ix}+s,\qquad x=\omega_c\tau,\qquad \rho_{xx}=\frac{\sigma_{xx}}{\sigma_{xx}^2+\sigma_{xy}^2}={\rm Re}\,\frac1z,
\]

where \(\tau\) is the zero-field scattering time and \(s\) the parallel conductivity. The sign convention for \(\sigma_{xy}\) does not affect \(\rho_{xx}\).

For a small oscillation \(r=1+\delta r\), we have \(\delta z=-\delta r/(1-ix)^2\). The real part gives

\[
\delta\sigma_{xx}=\frac{x^2-1}{(1+x^2)^2}\,\delta r .
\]

For the resistivity, \(\delta\rho_{xx}=-{\rm Re}(\delta z/z^2)\). Because \((1-ix)z=1+s-isx\),

\[
\delta\rho_{xx}={\rm Re}\frac{\delta r}{(1+s-isx)^2}=\frac{(1+s)^2-s^2x^2}{\left[(1+s)^2+s^2x^2\right]^2}\,\delta r .
\]

These rules hold for small oscillations. For \(x>1\), conductivity maxima mark the level crossings. Resistivity maxima mark them too as long as \(sx<1+s\). Once \(x>1+1/s\), resistivity maxima fall midway between crossings, and giving them the integers moves the intercept by one half.

Two limits show why. Without a parallel channel, \(1/z=r-ix\), so \(\rho_{xx}=r\): the resistivity follows the density of states at any \(x\), and for \(x>1\) there is no shift. With a dominant parallel channel, \(1/z\simeq1/s-1/[s^2(r-ix)]\), so the oscillation of \(\rho_{xx}\) is that of \(\sigma_{xx}\) with the sign reversed.

For the same band, let the levels have a Gaussian broadening of 1.5 meV and the pocket a mobility of 1 m\(^2\)/(V s). Between 3.0 and 5.2 T, \(x\) runs from 3.0 to 5.2. With \(s=2\) the threshold is \(x=1.5\), so the whole range lies in the antiphase regime. The oscillation of \(r\) is not small at the high-field end of this range, so the full tensor is used rather than the linearized rules. Inverting the full tensor, subtracting the non-oscillating part and indexing the maxima gives these intercepts:

- \(\sigma_{xx}\), \(s=2\): \(-0.141\)
- \(\rho_{xx}\), \(s=2\): \(+0.360\)
- \(\rho_{xx}\), \(s=0\): \(-0.134\)

The first and third agree with the predicted \(-0.138\) to within 0.004. The case \(s=0\) assumes that \(\mu\) is pinned by states that carry no current; a layer with no reservoir at all would show the fixed-density intercept instead. The second differs from the first by one half, and your conversion would turn it into \(1.72\pi\) instead of \(0.72\pi\).

So neither component is right in every regime. In this model \(\sigma_{xx}\) itself reverses for \(x<1\), while \(\rho_{xx}\) does not. I would not carry that reversal over to a real sample, since a full quantum treatment of the conductivity may change it. If you have both \(\rho_{xx}\) and \(\rho_{xy}\), invert the tensor, see whether the maxima of \(\sigma_{xx}\) and \(\rho_{xx}\) coincide, and settle from the transport regime which of them marks the level crossings. For an unpaired orbit at fixed chemical potential, the intercept obtained in this way gives \(\Lambda\), not \(\Gamma\); at fixed density it gives neither. The numerical output below lists the values used here.

## Table of computed values

```
hbar v = 300 meV nm, m = 0.5 m_e
half gap = 50 meV, g = 20, mu = 150 meV
Fermi wave number = 0.4229 1/nm
W at Fermi contour = 136.37 meV
gap/W = spin expectation = 0.3666
cyclotron mass = 0.09380 m_e
level spacing per field = 1.2342 meV/T
orbital moment = -0.1838 meV/T
frequency F from area = 58.863 T
frequency F from fan = 58.865 T
Berry phase = -0.6334 pi
orbital-moment phase = -0.2979 pi
Zeeman phase = -0.3439 pi
total phase, unreduced = -1.2751 pi
predicted intercept = -0.1376
fan intercept, n = 20..40 = -0.1402
fan intercept, n = 10..16 = -0.1434
intercept if Berry phase alone = 0.1833
fan intercept with g = 0 = 0.0342
predicted intercept with g = 0 = 0.0344
phase read from fan, mod 2 pi = 0.7195 pi
true Berry phase, mod 2 pi = 1.3666 pi
pure Dirac, half gap 20 meV: Berry phase mod 2 pi = 1.1333 pi, |intercept| = 0.0000
pure Dirac, half gap 50 meV: Berry phase mod 2 pi = 1.3333 pi, |intercept| = 0.0000
pure Dirac, half gap 100 meV: Berry phase mod 2 pi = 1.6667 pi, |intercept| = 0.0000
chemical-potential drift = 0.2 meV/T
intercept shift by drift: fan = 0.1625
intercept shift by drift: formula = 0.1620
partner-orbit fan intercept = 0.1349
pair: intercept of summed density of states = 0.0047
pair: |cos(total phase)| = 0.6491
level broadening (Gaussian sigma) = 1.5 meV
pocket mobility = 1.0 m^2/(V s)
field range = 3.0 to 5.2 T
omega_c tau range = 3.0 to 5.2
parallel channel s = 2.0 (pocket conductivity = 1)
antiphase threshold omega_c tau = 1.50
intercept, conductivity maxima, s = 2: -0.141
intercept, resistivity maxima, s = 2: 0.360
intercept, resistivity maxima, s = 0: -0.134
shift from wrong indexing = 0.499
```
